The Intraband Drude Head and What Vertical Transitions at q = 0 Miss

## First half: from the density response to the Fermi surface

Q: You want to talk about the head of the dielectric matrix of a metal. Before any limit is taken, tell me what it is and where its sum over transitions comes from.

A: Take a crystal of volume V with periodic boundary conditions. Its one-electron states |nk⟩ have energies ε_nk and occupations f_nk for each spin, with f_nk = f(ε_nk). I assume that the two spins are equivalent and that the Hamiltonian H is real, so time-reversal symmetry holds. Choose the x axis along the wave vector q, which may have any direction in the crystal.

Let the total potential energy of an electron be changed by w exp[i(qx − ωt)]. A real perturbation contains the complex conjugate too, but to first order the two parts act separately. The one-spin density matrix ρ obeys iħ dρ/dt = [H + perturbation, ρ]. For states a and b, the first-order part is

ħω ρ_ab = (ε_a − ε_b) ρ_ab + (f_b − f_a) w ⟨a|e^{iqx}|b⟩.

The factor f_b − f_a comes from the commutator of the perturbation with the diagonal unperturbed density matrix. Solving,

ρ_ab = w (f_b − f_a) ⟨a|e^{iqx}|b⟩ / (ħω + ε_b − ε_a).

The induced electron density at wave vector q, with a factor 2 for spin, is

n_q = (2/V) Σ_ab ρ_ab ⟨b|e^{−iqx}|a⟩ = χ₀ w.

The operator e^{iqx} raises the crystal momentum by q. With b = nk and a = m,k+q this gives

χ₀(q,ω) = (2/V) Σ_nmk (f_nk − f_m,k+q) |M_mn|² / (ħω + ε_nk − ε_m,k+q),   (1)

M_mn = ⟨m,k+q|e^{iqx}|nk⟩.

Here ω stands for ω + i0, which means that the perturbation was switched on slowly in the past.

Now use Poisson's equation. The charge density −e n_q makes the electrostatic potential −e n_q/(ε₀q²). An electron of charge −e therefore gains the energy +e² n_q/(ε₀q²). In the random-phase approximation, electrons respond through χ₀ to the sum of the external and this Hartree potential. Hence

w_ext = w − e² n_q/(ε₀q²) = [1 − e²χ₀/(ε₀q²)] w.

The bracket is the head,

ε₀₀(q,ω) = 1 − e²χ₀(q,ω)/(ε₀q²).   (2)

In a crystal the density also responds at q plus reciprocal lattice vectors, which supplies the other matrix elements. The head links q to q with the total potential held to that one component. It is not the inverse of the head of the inverse matrix, which includes these local fields.

Q: The factor 1/q² worries me. To survive it, each part of χ₀ must be known to order q². What happens to the matrix elements?

A: Write the Bloch state as e^{ik·r}u_nk, with u_nk periodic, and define H_k = e^{−ik·r} H e^{ik·r}. Then H_k u_nk = ε_nk u_nk and M_mn = ⟨u_m,k+q|u_nk⟩. Let H_{k+q} act to the left and H_k to the right:

(ε_m,k+q − ε_nk) M_mn = ⟨u_m,k+q|(H_{k+q} − H_k)|u_nk⟩.

To first order H_{k+q} − H_k = ħq v̂_x, where v̂_x = (1/ħ)∂H_k/∂k_x is the velocity operator. For two different bands separated in energy,

M_mn = ħq v_mn/(ε_mk − ε_nk) + O(q²),   m ≠ n,   (3)

with v_mn = ⟨u_mk|v̂_x|u_nk⟩. So |M_mn|² is of order q², as needed.

For m = n use completeness. The operator e^{iqx} preserves the norm, so Σ_m |M_mn|² = 1 for every n and k. The terms with m ≠ n take away an amount of order q², and therefore

|M_nn|² = 1 − O(q²).   (4)

This assumes that bands coupled by v̂_x stay apart by much more than ħq|v_mn|. Bands may cross if the perturbation does not couple them, provided that each is followed smoothly through the crossing.

The diagonal velocity is v_x = ⟨u_nk|v̂_x|u_nk⟩ = (1/ħ)∂ε_nk/∂k_x. The second equality holds because the derivatives of the normalized u_nk cancel. With a local potential v̂_x is the momentum divided by m. A nonlocal pseudopotential adds a term, and the band derivative already includes it.

Q: Then the same-band part looks dangerous. Its matrix element is nearly one, its occupation difference is of order q, and its denominator tends to ħω. Divided by q², that diverges as 1/q.

A: Each term does, but their sum does not. For one band write

Δ = ε_n,k+q − ε_nk

and expand the denominator for |Δ| ≪ ħω:

1/(ħω − Δ) = 1/(ħω) + Δ/(ħω)² + Δ²/(ħω)³ + Δ³/(ħω)⁴ + …   (5)

The dangerous part is the first term,

(1/ħω) Σ_k (f_nk − f_n,k+q) |M_nn|².

Replace the summation variable k by −k − q. Time reversal gives ε_n,−k = ε_nk and, up to a phase, u_n,−k = u*_nk. The new occupation difference is

f_n,−k−q − f_n,−k = f_n,k+q − f_nk,

which has the opposite sign. The new overlap is ⟨u_n,−k|u_n,−k−q⟩, whose modulus is that of ⟨u_n,k+q|u_nk⟩. The summand is odd under the replacement, and its sum is zero.

Under the same replacement Δ changes sign. Terms of (5) with even powers of Δ therefore vanish, and those with odd powers survive.

Q: So everything depends on time reversal?

A: The neat cancellation needs a symmetry that reverses q. Time reversal or inversion does so for every direction, since either one gives equal energies and equal overlap moduli at k and −k; a mirror or twofold axis that sends q to −q serves for that direction. The limit needs none of these. Without any such symmetry, Σ_k (f_nk − f_n,k+q) is still zero because k runs over a periodic zone. What remains is an occupation difference of order q times the overlap deficit of order q², which is q³ in all. Divided by q², it vanishes as q → 0.

Q: Good. What does the first surviving term give?

A: It is

χ₀,same = (2/V) Σ_nk (f_nk − f_n,k+q) Δ/(ħω)².

The overlap has been set to one, since its deficit now changes only higher orders. For small q,

Δ = ħq v_x,
f_nk − f_n,k+q = (−∂f/∂ε) Δ.

Multiplying these,

χ₀,same = (2/V) Σ_nk (−∂f/∂ε) (ħq v_x)²/(ħω)²
        = (q²/ω²) (2/V) Σ_nk (−∂f/∂ε) v_x².

Put this into (2). The Coulomb factor removes q² and leaves

ε₀₀,same = −ω_D²/ω²,

ω_D² = (e²/ε₀) (2/V) Σ_nk (−∂f/∂ε) v_x².   (6)

The minus sign comes from (2), because the sum in (6) is positive. The number 1 in the head is counted separately, once for all bands.

Q: At zero temperature f is a step. You expanded a step in a Taylor series.

A: Then count states instead. Let the crystal be infinite first, so that the k sum is an integral, and take q small afterwards. If Δ > 0, the difference f_nk − f_n,k+q equals one for energies between E_F − Δ and E_F, and zero elsewhere. This is an energy window of width Δ, and each state in it carries the factor Δ. The product is Δ² δ(ε_nk − E_F) in the limit.

If Δ < 0, the difference is −1 in a window of width |Δ| above E_F. Each state again carries Δ, so the product is (−1)(−|Δ|)|Δ| = Δ². Both sides of the Fermi surface add with the same sign. One factor of v_x counts how many states cross the surface, and the other is the energy change of each. That is why the velocity enters squared.

Q: You have an energy derivative or a delta function. Where is the average over the Fermi surface?

A: Replace (1/V)Σ_k by ∫d³k/(2π)³. Split d³k into an area dS on a surface of constant energy and a normal step dk_⊥. Along the normal, dε = ħ|v| dk_⊥. The delta function then gives

ω_D² = (e²/ε₀) · 2/(8π³) ∮ dS v_x²/(ħ|v|)
     = e²/(4π³ε₀ħ) ∮ dS v_x²/|v|,   (7)

with all sheets of the Fermi surface included. The same step for the density of states per volume, both spins counted, gives

g = (2/V) Σ_nk δ(ε_nk − E_F) = 1/(4π³ħ) ∮ dS/|v|.

Define the average of a quantity over the surface with weight dS/|v|, which is the number of states per energy interval. Then

ω_D² = (e²/ε₀) g ⟨v_x²⟩_FS.   (8)

At finite temperature −∂f/∂ε replaces the delta function in both g and the average, and (8) keeps its form.

There is a second reading of (7). The area of dS projected on the plane normal to q is dA = dS |v_x|/|v|, because v is normal to the surface. Hence

∮ dS v_x²/|v| = ∫ dA Σ |v_x|,   (9)

where the inner sum runs over all points at which a line parallel to q pierces the surface.

Q: In a cubic crystal I would expect no dependence on direction.

A: Cubic symmetry makes the tensor ⟨v_i v_j⟩ a multiple of the unit tensor. Its three diagonal elements are equal and add up to ⟨v²⟩, so ⟨v_x²⟩ = ⟨v²⟩/3. In a less symmetric metal ω_D² can depend on the direction from which q approaches zero.

For free electrons the surface is a sphere of radius k_F with speed ħk_F/m. The density is n = k_F³/(3π²) and g = m k_F/(π²ħ²). Therefore

g⟨v²⟩/3 = [m k_F/(π²ħ²)] [ħ²k_F²/(3m²)] = k_F³/(3π²m) = n/m,

and ω_D² = ne²/(ε₀m), the usual plasma frequency squared.

Q: That result contains every electron. Yet you say that the response comes from the Fermi surface. A field accelerates all electrons, not just those at the top.

A: The two statements are related by integration by parts. Since ∂f/∂k_x = (∂f/∂ε) ħv_x,

Σ_k (−∂f/∂ε) v_x² = −(1/ħ) Σ_k v_x ∂f/∂k_x = (1/ħ) Σ_k f ∂v_x/∂k_x.

The boundary term vanishes because f and v_x are periodic in the zone. With v_x = (1/ħ)∂ε/∂k_x,

ω_D² = (e²/ε₀) (2/V) Σ_nk f_nk (1/ħ²) ∂²ε_nk/∂k_x².   (10)

This sum counts every occupied state with its inverse effective mass. In a full band, positive and negative inverse masses cancel, since the integral of a derivative over a period is zero. Both forms then give nothing, as an insulator requires.

Q: Can you show me the motion behind (6) without the density response?

A: Let a uniform field E e^{−iωt} act along x. Within a band ħ dk_x/dt = −eE, so the whole distribution is displaced by

δk = −ieE/(ħω).

The occupation changes by δf = −δk ∂f/∂k_x = δk ħv_x (−∂f/∂ε). The current density is

j = −e (2/V) Σ_nk v_x δf = (ie²E/ω) (2/V) Σ_nk (−∂f/∂ε) v_x².

By (6) the conductivity is σ = iε₀ω_D²/ω. Its contribution to the dielectric function is iσ/(ε₀ω) = −ω_D²/ω², the same as before. The current lags the field by a quarter period, as for a mass without friction. Read with ω + i0, σ also has the real part πε₀ω_D² δ(ω), so a clean crystal absorbs within a band at zero frequency alone. Scattering would broaden this line, and it is absent here.

Q: Does the result survive at low frequency? I would like to set ω = 0.

A: You may not do so in (6). The expansion needs q|v_x| ≪ ω for the states that contribute. When ω is comparable with q v_x, a denominator in (1) can vanish, and electrons moving with the wave absorb energy from it.

For ω = 0 at fixed small q, the same-band part of (1) is instead

χ₀,same = (2/V) Σ_nk (f_nk − f_n,k+q)/(ε_nk − ε_n,k+q) → (2/V) Σ_nk ∂f/∂ε = −g.

The head then receives

ε₀₀,same(q,0) = +e²g/(ε₀q²).   (11)

This is Thomas–Fermi screening. It is positive and diverges at small q, while the Drude part is negative and independent of q. In one case the wave moves too fast for the electrons to follow it across a wavelength, and in the other they have time to redistribute. The two limits cannot be exchanged.

## Second half: vertical pairs, the missing strength and a model metal

The symbols are those already introduced. The wave vector q lies along x, f_nk is the occupation per spin, v_x is a band velocity and v_mn is a velocity matrix element between bands at the same k. The head is ε₀₀ = 1 − e²χ₀/(ε₀q²) in the random-phase approximation. For q → 0 at fixed ω ≠ 0, its same-band part is −ω_D²/ω², with

ω_D² = (e²/ε₀) (2/V) Σ_nk (−∂f/∂ε) v_x² = (e²/ε₀) g ⟨v_x²⟩_FS,

where g is the density of states at the Fermi level per volume for both spins. The same quantity is the sum of inverse effective masses over occupied states, equation (10). Between different bands, |M_mn|² tends to ħ²q²|v_mn|²/(ε_mk − ε_nk)².

Q: My calculation of optical spectra sets q = 0 at the start. Every transition is vertical: it joins two states at the same k. Why should it not contain the Drude term?

A: Look at a pair with m = n. At q = 0 the final state is the initial state. The overlap is one, the denominator is ħω, and the numerator is

f_nk − f_nk = 0.

This pair adds zero to χ₀ at every k and every ω ≠ 0. The Drude head came from a numerator of order q, a band-energy change of order q and a Coulomb factor 1/q². Once q is zero, the first two have gone and no later division can restore them.

What can be kept is the limit of the pairs with m ≠ n, where the q² of the matrix element cancels the Coulomb factor. It gives

ε_vert(ω) = 1 − (e²/ε₀) (2/V) Σ_k Σ_{n≠m} (f_nk − f_mk) ħ²|v_mn|² / [D²(ħω − D)],   (12)

D = ε_mk − ε_nk.

To simplify, exchange the names n and m in the part with f_mk. This changes D to −D and leaves |v_mn|² unaltered. The two denominators combine as

1/(ħω − D) − 1/(ħω + D) = 2D/[(ħω)² − D²],

and therefore

ε_vert(ω) = 1 + (e²/ε₀) (2/V) Σ_k Σ_{n≠m} f_nk 2ħ²|v_mn|² / {D[D² − (ħω)²]}.   (13)

For the whole head at q → 0,

ε₀₀(ω) = ε_vert(ω) − ω_D²/ω².   (14)

No term in (12) has m = n, so the entire second term of (14) is missing from the vertical sum.

Q: Two different bands may be degenerate at some k. Could such a vertical pair take over the role of the intraband term?

A: Not if v_mn vanishes between them. Occupations depend on energy alone, so two degenerate states have equal occupations and the numerator in (12) is zero, but so is D². As D → 0, the two orderings of a pair in (12) together tend to −(e²/ε₀)(2/V) · 2(−∂f/∂ε)|v_mn|²/ω², which is the Drude form with the off-diagonal velocity. A degenerate or nearly degenerate pair therefore adds nothing only when v_mn = 0. If v̂_x couples bands that touch within a few kT of the Fermi level, the separation into band-diagonal and interband parts at small q needs more care. I have excluded that case.

Q: My k mesh is coarse. With a fine enough mesh, neighbouring points would surely come close enough to act like an intraband transition.

A: A vertical sum never joins neighbouring points. On each mesh its same-band part is zero, and the limit of a sequence of zeros is zero. Refinement improves the integral in (12), which is the interband integral.

The missing step is to form the difference between k and k + q while q is still finite, divide by q², and then let q go to zero.

Q: Then I use a very small finite q and two meshes displaced by q. Does that settle it?

A: It depends on the occupations. Suppose that they are a sharp step and that no mesh energy lies at E_F. A finite mesh has some smallest distance between its energies and E_F. If q is so small that every |Δ| is below that distance, no state crosses the Fermi level. Then f_nk = f_n,k+q at every mesh point, and the same-band sum is again zero. For a sharp step the mesh must become dense before q becomes small.

Smooth occupations avoid this if the mesh resolves their width, because f_nk − f_n,k+q then approaches a derivative at each point. It is simpler to take the limit on paper and evaluate (6) or (7) as a separate integral. That integral is concentrated near the Fermi surface, so it needs either a resolved broadening or an interpolation of the bands.

Q: Suppose I have only the vertical matrix elements. Is there any trace in them of what was left out?

A: There is, if the potential is local. Then H_k depends on k through the kinetic energy alone, and for a displacement q along x

H_{k+q} = H_k + ħq v̂_x + ħ²q²/(2m).

Second-order perturbation theory for a nondegenerate band gives

ε_n,k+q = ε_nk + ħq v_x + ħ²q²/(2m) + ħ²q² Σ_{m'≠n} |v_m'n|²/(ε_nk − ε_m'k).

I wrote m' for the band index here to keep it apart from the electron mass m. Comparing the terms in q² with a Taylor series,

(1/ħ²) ∂²ε_nk/∂k_x² = 1/m − 2 Σ_{m'≠n} |v_m'n|²/(ε_m'k − ε_nk).

Multiply by 2e²f_nk/(ε₀V) and sum over n and k. The left side becomes ω_D² by (10). The first term on the right becomes ne²/(ε₀m), where n without a state index is the electron density. Thus

ω_D² = ne²/(ε₀m) − ω_inter²,   (15)

ω_inter² = (e²/ε₀) (2/V) Σ_k Σ_{m'≠n} f_nk 2|v_m'n|²/(ε_m'k − ε_nk).   (16)

Now let ħω in (13) be far above all transition energies that matter. The bracket D² − (ħω)² tends to −(ħω)², and

ε_vert(ω) → 1 − ω_inter²/ω².

The high-frequency strength of the vertical sum therefore falls short of ne²/(ε₀m) by ω_D². The electrons of the calculation must all be counted in n, and the sum over empty bands must be complete. With a nonlocal pseudopotential, 1/m is replaced by a second derivative of H_k, and (15) does not hold in this form.

Q: I know of calculations that start from the current, use vertical matrix elements, and still obtain a metallic response. Does that contradict you?

A: No, because the current form has another term. Use the identity

ħ²/{D[D² − (ħω)²]} = (1/ω²) {D/[D² − (ħω)²] − 1/D}.

You can verify it by putting the right side over a common denominator: D² − [D² − (ħω)²] = (ħω)², and the factor 1/ω² leaves ħ². Insert it in (13). The part with −1/D is −ω_inter²/ω² by (16). Then (14) and (15) give

ε₀₀(ω) = 1 − ne²/(ε₀mω²) + (e²/(ε₀ω²)) (2/V) Σ_k Σ_{n≠m} f_nk 2|v_mn|² D/[D² − (ħω)²].   (17)

The second term is the diamagnetic one: it is the response of all electrons with their bare mass. The last term contains vertical pairs. As ω → 0, its sum tends to ω_inter² and cancels part of the diamagnetic term. The terms in 1/ω² then leave −ω_D²/ω², and the rest of the head tends to the finite value ε_vert(0).

In this form the Drude weight is what the cancellation leaves over. The vertical pairs still do not contain it. An incomplete set of empty bands also makes ω_inter² too small and leaves a false remainder, even in an insulator.

Q: I would like to see numbers, and a case that is more than a free-electron sphere.

A: Take a model metal on a simple cubic lattice with a = 0.30 nm and the local potential

2U [cos(2πx/a) + cos(2πy/a) + cos(2πz/a)],   U = 1 eV.

Put the Fermi level at 7 eV above the mean potential and use Fermi–Dirac occupations with kT = 0.1 eV. These are round parameters, not those of a named metal. The Hamiltonian is a sum of three one-dimensional ones, so each energy is a sum of three one-dimensional band energies. I diagonalized the one-dimensional problem in 11 plane waves on 240 k points per axis, placed symmetrically about zero.

For q along x, the operator e^{iqx} leaves the y and z factors unchanged. A transition can alter the x band alone, so the occupations may first be summed over the y and z states. Bands with different y or z labels may cross, but this perturbation does not couple them.

The summed occupations give an electron density of 88.18 nm⁻³, or 2.381 electrons per cell. The thermal sums over −∂f/∂ε give

g = 16.156 eV⁻¹ nm⁻³,
⟨(ħv_x)²⟩ = 0.22131 eV² nm².

The average of (ħv_y)² is the same to the digits shown, as cubic symmetry requires. The rms velocity along x is 7.15 × 10⁵ m/s, and the rms speed is √3 times larger, 1.238 × 10⁶ m/s.

With e²/ε₀ = 18.095 eV nm, equation (8) multiplied by ħ² becomes

(ħω_D)² = 18.095 × 16.156 × 0.22131 eV² = 64.70 eV².

Hence ħω_D = 8.04 eV, or ω_D = 1.222 × 10¹⁶ rad/s.

Q: That uses a broadened Fermi surface. What does the sharp one give?

A: I evaluated the projected integral (9) at the same Fermi level. For each pair of y and z states, the x bands were interpolated to find where they cross the remaining energy, and |v_x| was added for each crossing. The result is 64.53 eV², which is 0.3 % below the thermal value. The two calculations differ in temperature and in quadrature, and I have not separated these causes.

The inverse-mass form (10), with second differences of the bands on the mesh, gives 64.69 eV². It samples the whole occupied region with the same thermal occupations as (8), and it lies about 0.01 % below the thermal value of 64.70 eV².

Q: Now compare with the vertical sum at a frequency where both parts matter.

A: Choose ħω = 1 eV. To leading order in U the gap at the zone face is 2U = 2 eV, so this frequency lies below the interband transitions. The vertical sum (12) gives

mesh of 60 points per axis: ε_vert = 11.201
mesh of 120 points per axis: ε_vert = 11.201
mesh of 240 points per axis: ε_vert = 11.201.

It has converged, but to the interband part with the number 1 added. The Drude term is −64.70 eV²/(1 eV)² = −64.70, and the complete head is

ε₀₀ = 11.20 − 64.70 = −53.50.

The vertical sum has the wrong sign. It describes a transparent dielectric at this frequency, while a negative value means that a long wave decays inside the metal. These are values of the head in this model, without local fields.

Q: Your −64.70 still relies on the expansion. What does the original sum (1) say at finite q?

A: I evaluated it with its overlaps and full denominators, at one and at two mesh steps. The same-band contribution to the head is

q = 0.08727 nm⁻¹: −64.934
q = 0.17453 nm⁻¹: −65.656.

The expansion parameter is small. The rms value of ħv_x is √0.22131 = 0.470 eV nm, so ħq v_x is typically 0.041 eV at the smaller q, against ħω = 1 eV.

Reversing q and k together leaves the same-band sum unchanged, because ε_n,−k = ε_nk and the overlaps have equal moduli. The head is then even in q, and its first correction is proportional to q². Doubling q should multiply the deviation from the limit by about four. The computed ratio is 4.07, with higher powers of q still present. Eliminating the q² term gives

[4 × (−64.934) − (−65.656)]/3 = −64.693,

which differs from the formula's −64.698 by about 0.01 %. The interband part, treated in the same way, extrapolates to 10.201. That is ε_vert − 1, so both limits in (14) emerge from the one finite-q sum.

Q: And the missing strength?

A: The bare-mass value from the computed density is ħ²ne²/(ε₀m) = 121.59 eV². I obtained the vertical strength from −(ħω)²[ε_vert(ω) − 1] at ħω = 10⁴ eV, far above the transitions that carry weight. It is 56.89 eV². The difference is

121.59 − 56.89 = 64.70 eV²,

which is (ħω_D)². In this metal 53 % of the total strength is intraband, and the periodic potential has moved the rest into interband transitions. The corresponding energies are 8.04 eV for the Drude term and 11.03 eV for the bare mass.

Neither of these has to be the plasmon energy. If local fields are neglected, a long-wave plasmon needs ε₀₀ = 0, which by (14) means ω²ε_vert(ω) = ω_D². The interband response at that frequency enters the condition.

Q: One last doubt. You said that the order of limits matters. Does this model show it?

A: Keep the larger wave vector, q = 0.17453 nm⁻¹, and set ω = 0 in the same finite-q sum. The same-band part becomes +9590. Equation (11) gives

18.095 × 16.156/(0.17453)² ≈ 9597,

which is 0.08 % higher. At ħω = 1 eV and the same q, the sum was −65.66. The same electrons near the Fermi surface produce both values. For the static field their number per energy interval matters, and for the fast field that number is multiplied by their mean squared velocity along q.

In a clean crystal whose coupled bands near the Fermi level lie well apart, a vertical sum at q = 0 contains neither response. For the optical head, the Drude term can then be computed separately, from the Fermi surface or from the equivalent sum (10), and added to ε_vert. A large disordered supercell is a different case. Its closely spaced levels are coupled by the velocity, its own ω_D² shrinks, and the vertical pairs carry most of the metallic −1/ω² response at frequencies above the scattering rate, so adding the clean-crystal Drude term would count that strength twice. With a local potential and a complete set of bands, the current form (17) gives the same head. For static screening at small q, the same-band pairs have to be kept at finite q, or their limit (11) has to be used. These rules concern the head. Local fields change the macroscopic response in both cases, and in the static case the same-band pairs also enter the other elements of the matrix and alter the coefficient of 1/q².
